# Longitudinal-transverse phonon splitting in an isolated polar monolayer

A model polar monolayer has a transverse optical phonon at 170 meV. At an in-plane wavevector of 0.01 nm⁻¹ its longitudinal partner lies 0.24 meV higher, and at 0.1 nm⁻¹ it lies 2.25 meV higher. In a crystal made of the same layers and much thicker than the wavelength, the splitting tends to 26 meV for long waves instead of vanishing, as long as these waves remain much shorter than the light wave of the same frequency. The ions, their charges and their springs are the same in both cases. What differs is the electric field that a long polarization wave produces.

## The system and the result

The layer is flat, insulating and isolated in vacuum. Its cell has area \(A\) and two atoms with reduced mass \(M\). A threefold axis makes the in-plane response isotropic, and reflection in the layer plane separates in-plane from out-of-plane motion. The motion is harmonic. Gaussian units are used, amplitudes vary as \(e^{i\mathbf q\cdot\mathbf r-i\omega t}\), and \(q=|\mathbf q|\). The Coulomb interaction is at first taken as instantaneous.

Three constants describe the response at long wavelength:

- \(\omega_T\) is the optical frequency in zero macroscopic field.
- \(Ze\) is the Born charge: a relative displacement \(\mathbf w\) of the two sublattices in zero macroscopic field gives the cell a dipole \(Ze\,\mathbf w\), electronic response included.
- \(\alpha\) is the electronic polarizability per unit area, which is a length.

With

\[
S=\frac{2\pi Z^2e^2}{MA},\qquad r=2\pi\alpha ,
\]

the result is

\[
\omega_L^2-\omega_T^2=\frac{Sq}{1+rq}+O(q^2)_{\text{short-range}} .\tag{1}
\]

The difference vanishes at \(q=0\) and starts as \(Sq\).

## First derivation: a polarizable sheet

Let \(\mathbf E\) be the macroscopic field in the sheet and \(\mathbf P\) the dipole moment per unit area. The sublattices feel a restoring force and the force of the field, and the polarization has an ionic and an electronic part:

\[
-M\omega^2\mathbf w=-M\omega_T^2\mathbf w+Ze\mathbf E,\qquad
\mathbf P=\frac{Ze}{A}\mathbf w+\alpha\mathbf E. \tag{2}
\]

The field follows from the bound charge per unit area, \(\sigma=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P\). A transverse wave has \(\mathbf q\cdot\mathbf P=0\), so it carries no charge and no field, and its frequency is \(\omega_T\). A longitudinal wave has \(\sigma=-iqP_L\). With the layer at \(z=0\), Poisson's equation for the potential amplitude is

\[
\frac{d^2\phi}{dz^2}-q^2\phi=-4\pi\sigma\,\delta(z).
\]

The solution that decays on both sides is \(\phi=\phi_0e^{-q|z|}\). Its slope jumps by \(-2q\phi_0\) at the sheet, and the equation requires a jump of \(-4\pi\sigma\). Therefore \(\phi_0=2\pi\sigma/q\), and

\[
E_L=-iq\phi_0=-iq\,\frac{2\pi}{q}(-iqP_L)=-2\pi qP_L. \tag{3}
\]

The minus sign comes from \((-i)^2\): the field opposes the polarization and stiffens the mode. The factor \(q\) has a direct meaning. Charges of opposite sign sit half a wavelength apart, and their field lines spread into the vacuum over a height of order \(1/q\). A longer wave has less charge per area and leaves a weaker field in the layer.

Inserting the polarization of (2) into (3) gives

\[
E_L=-2\pi q\frac{Ze}{A}w-2\pi\alpha qE_L
\quad\Rightarrow\quad
E_L=-\frac{2\pi q}{1+rq}\,\frac{Ze}{A}\,w .
\]

The equation of motion, divided by \(-Mw\), becomes

\[
\omega_L^2=\omega_T^2-\frac{Ze}{M}\frac{E_L}{w}
=\omega_T^2+\frac{2\pi Z^2e^2}{MA}\frac{q}{1+rq},
\]

which is (1) without the short-range term. For the frequencies themselves,

\[
\omega_L-\omega_T=\frac{\omega_L^2-\omega_T^2}{\omega_L+\omega_T}\simeq\frac{Sq}{2\omega_T}.
\]

The longitudinal branch thus leaves \(q=0\) with the finite group velocity \(S/(2\omega_T)\) in every in-plane direction, so its surface has a conical point there.

## Second derivation: dipole sums in a lattice

The sheet argument assumes that the field (3) is the sole source of a linear term. A lattice calculation can show this. Let polarizable point ions sit in the plane. When ions \(i\) and \(j\) with charges \(Q_i,Q_j\) move by \(\mathbf u_i,\mathbf u_j\), the second-order change of \(Q_iQ_j/r\) is

\[
\tfrac12Q_iQ_j(\mathbf u_i-\mathbf u_j)\cdot\nabla\nabla\frac1r\cdot(\mathbf u_i-\mathbf u_j).
\]

Its cross term, \(-(Q_i\mathbf u_i)\cdot\nabla\nabla(1/r)\cdot(Q_j\mathbf u_j)\), is the interaction of two dipoles. The other terms act on one site and do not depend on \(\mathbf q\). Electronic dipoles add to \(Q_i\mathbf u_i\) in the cross term. All long-range coupling between sublattices separated by \(\boldsymbol\tau\) therefore enters through

\[
\mathcal T_{ab}(\mathbf q)=\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf r}\,\partial_a\partial_b\frac1r,\qquad \mathbf r=\mathbf R+\boldsymbol\tau ,
\]

with \(r=0\) left out.

**The limit at zero wavevector.** The summand falls as \(1/r^3\), and in a plane \(\int r\,dr/r^3\) converges at large distance. The sum converges absolutely, so \(\mathcal T(\mathbf q)\) tends to \(\mathcal T(0)\) from every direction. In a three-dimensional lattice the corresponding integral \(\int r^2dr/r^3\) diverges logarithmically, and the limit may depend on direction. This is why a bulk crystal can keep a splitting at long wavelength and a single layer cannot.

**The linear term.** Split \(1/r\) into \(\operatorname{erfc}(\eta r)/r\) and \(\operatorname{erf}(\eta r)/r\), with \(\eta\) an inverse length. The first part has short range, so its lattice sum is a power series in the components of \(\mathbf q\), that is, analytic. For the second part, use

\[
\frac{\operatorname{erf}(\eta r)}r=\frac2{\sqrt\pi}\int_0^\eta e^{-t^2r^2}dt .
\]

The planar Fourier transform of \(e^{-t^2r^2}\) is \((\pi/t^2)e^{-k^2/4t^2}\). With \(s=k/(2t)\), so that \(dt/t^2=-(2/k)ds\), the transform of the whole is

\[
2\sqrt\pi\int_0^\eta\frac{dt}{t^2}e^{-k^2/4t^2}
=\frac{4\sqrt\pi}{k}\int_{k/2\eta}^\infty e^{-s^2}ds
=\frac{2\pi}{k}\operatorname{erfc}\frac{k}{2\eta}.
\]

Two derivatives multiply it by \(-k_ak_b\). Poisson summation turns the lattice sum into a sum over \(\mathbf k=\mathbf q+\mathbf G\), with \(\mathbf G\) the reciprocal-lattice vectors, and a factor \(1/A\). Terms with \(\mathbf G\ne0\) are analytic near \(\mathbf q=0\), and so is the constant that removes \(r=0\). The term \(\mathbf G=0\) is

\[
-\frac{2\pi}{A}\frac{q_aq_b}{q}\left[1-\operatorname{erf}\frac{q}{2\eta}\right].
\]

Since \(\operatorname{erf}(x)/x\) is a series in \(x^2\), the second piece is analytic as well. Hence

\[
\mathcal T_{ab}(\mathbf q)=-\frac{2\pi}{A}\frac{q_aq_b}{q}+\text{analytic part}. \tag{4}
\]

The first term is the same for every pair of sublattices, so it couples to the total dipole of the cell. A direct sum illustrates (4). For a triangular lattice of unit spacing at \(q=0.3\), with terms weighted by \(e^{-r^2/150^2}\), the longitudinal minus the transverse element is \(-2.031\); the sum split as above gives \(-2.035\). The term shown in (4) gives \(-2\pi(0.3)/0.866=-2.18\), and the rest is analytic.

**Eliminating the electrons.** Let \(L\) be the longitudinal component of the total cell dipole. With the sign \(-\tfrac12\) of dipole interactions, the first term of (4) contributes the energy \((\pi q/A)|L|^2\) per cell. Everything else is a regular quadratic energy. Minimize that energy over the electronic dipoles at fixed \(w\) and \(L\). To leading order in \(q\), for longitudinal \(w\), the minimum is

\[
W=\tfrac12M\omega_T^2|w|^2+\frac{|L-Zew|^2}{2A\alpha}.
\]

Its form is fixed by the definitions: without a field the minimum lies at \(L=Zew\), and an added energy \(-EL\) shifts it by \(A\alpha E\). Now add the long-range energy and minimize over \(L\):

\[
\frac{L-Zew}{A\alpha}+\frac{2\pi q}{A}L=0
\quad\Rightarrow\quad L=\frac{Zew}{1+rq}.
\]

The condition also gives \(L-Zew=-rqL\). The two field-dependent energies then add to

\[
\frac{r^2q^2|L|^2}{2A\alpha}+\frac{\pi q}{A}|L|^2
=\frac{\pi q}{A}(1+rq)|L|^2
=\frac{\pi q}{A}\frac{Z^2e^2|w|^2}{1+rq},
\]

where \(r^2/(2\alpha)=\pi r\) was used. Equating this to \(\tfrac12M(\omega_L^2-\omega_T^2)|w|^2\) gives \(Sq/(1+rq)\) again.

**No other linear term.** The regular part acts on the optical doublet as a Hermitian \(2\times2\) matrix \(D_{ab}(\mathbf q)\). Coupling to the acoustic modes begins at order \(q\) and acts in second order, so it adds terms of order \(q^2\). At \(q=0\) the matrix is real and symmetric, and the threefold axis makes it a multiple of the unit matrix. Real force constants require \(D(-\mathbf q)=D(\mathbf q)^*\). A linear term must then be imaginary and, being Hermitian, antisymmetric: \(i(\mathbf c\cdot\mathbf q)\epsilon_{ab}\), with \(\mathbf c\) a fixed vector in the plane. Rotations leave \(\epsilon_{ab}\) unchanged, so \(\mathbf c\) would have to survive a rotation by 120°, and it must vanish. Short-range forces can split the doublet from order \(q^2\) on.

A complete lattice calculation tests the chain. A honeycomb lattice with unit lattice constant has ion charges \(\pm1\), masses 1 and 1.3, and polarizabilities 0.02 and 0.04. Nearest neighbours are joined by springs of stiffness 40 along the bond and 20 across it. The response at \(q=0\) gives a Born charge of 2.376, more than twice the ion charge, because the electronic dipoles add to the ionic one. This predicts \(S=72.485\) and \(r=0.8627\). Diagonalization gives an initial slope of 72.485 both along a bond and in an oblique direction. The shift caused by the first term of (4) alone yields \(r=0.8627\). With that term removed, doubling \(q\) from 0.02 to 0.04 multiplies the remaining splitting by 4.00, as a quadratic law requires.

## What each derivation assumes

The sheet derivation takes \(\omega_T\), \(Z\) and \(\alpha\) as given and treats the layer as a continuum. It needs no model of the atoms, and it extends easily to other surroundings, as long as these change only the field law (3) and leave the three constants of the layer as they are. It cannot say whether short-range forces also produce a linear term.

The lattice derivation assumes real harmonic force constants, point dipoles and an instantaneous interaction. In return it shows that the \(q=0\) limit is unique, that local fields are absorbed in \(Z\) and \(\alpha\), and that symmetry excludes a competing linear term. Both derivations need an insulating layer with isotropic in-plane response. If the threefold axis is lost, the two in-plane modes may differ already at \(q=0\), through unequal springs.

The lattice view also limits the meaning of the denominator in (1). Expanding,

\[
\frac{Sq}{1+rq}=Sq-Srq^2+\dots ,
\]

the second term enters the matrix as \(-Sr\,q_aq_b\), which is analytic. A measured \(q^2\) coefficient alone cannot separate it from short-range forces of the same order. The linear coefficient has no such ambiguity. The denominator is a useful correction when \(Sr\) is large compared with the short-range coefficient.

## Very long waves: retardation

When \(q\) is comparable with \(k=\omega/c\), the instantaneous field must be replaced. In the Lorenz gauge both potentials obey the sheet equation with \(q^2\) replaced by \(\beta^2=q^2-k^2\). The current per unit length is \(-i\omega\mathbf P\), so

\[
\phi_0=\frac{2\pi\sigma}{\beta},\qquad
\mathbf A_0=\frac{2\pi}{c\beta}(-i\omega\mathbf P)=-\frac{2\pi ik}{\beta}\mathbf P .
\]

From \(\mathbf E=-i\mathbf q\phi_0+ik\mathbf A_0\),

\[
E_L=-\frac{2\pi(q^2-k^2)}{\beta}P_L=-2\pi\beta P_L,\qquad
E_T=\frac{2\pi k^2}{\beta}P_T .
\]

For \(q\gg k\) these return to (3) and to zero. If \(r\) is neglected, the difference of squares becomes

\[
S\left(\beta+\frac{k^2}{\beta}\right)=\frac{Sq^2}{\beta}\simeq Sq\left(1+\frac{k^2}{2q^2}\right).
\]

At \(q=0\) the outgoing wave has \(\beta=-ik\), and both fields equal \(2\pi ik\mathbf P\). The two modes then obey one equation,

\[
\omega^2=\omega_T^2-\frac{iSk}{1-irk},
\]

and remain degenerate. They share a radiative full width of about \(Sk/\omega_T=S/c\). The linear law therefore belongs to the window \(\omega_T/c\ll q\ll1/r\), with \(q\) also small against the inverse lattice constant and the inverse thickness.

## From one layer to the bulk

Take \(N\) equal layers at spacing \(c_0\). Keep \(\omega_T\), \(Z\) and \(\alpha\) fixed, and neglect short-range forces between layers and their out-of-plane polarization. Since the potential of each layer decays as \(e^{-q|z|}\), the field in layer \(i\) is

\[
E_i=-2\pi q\sum_jW_{ij}P_j,\qquad W_{ij}=e^{-qc_0|i-j|}.
\]

For an eigenvector of \(W\) with eigenvalue \(\lambda\), this is (3) with \(q\) replaced by \(q\lambda\), so

\[
\omega_L^2-\omega_T^2=\frac{Sq\lambda}{1+rq\lambda}.
\]

When \(Nqc_0\ll1\), all elements of \(W\) are close to 1 and the largest eigenvalue is \(N\). The splitting still vanishes at \(q=0\), with an initial slope \(N\) times larger. If instead \(N\to\infty\) first, layers moving in phase give

\[
\lambda=1+2\sum_{n=1}^\infty e^{-nqc_0}=\coth\frac{qc_0}{2},\qquad q\lambda\to\frac2{c_0}\quad(q\to0),
\]

and the difference tends to a constant,

\[
\frac{2S/c_0}{1+2r/c_0}=\frac{4\pi Z^2e^2}{MAc_0\,\varepsilon_\infty},\qquad \varepsilon_\infty=1+\frac{4\pi\alpha}{c_0}.
\]

This is the bulk splitting for an instantaneous interaction. It holds for \(q\gg\sqrt{\varepsilon_\infty}\,\omega_T/c\). At smaller \(q\) the transverse mode of a thick crystal mixes with light: one branch falls towards zero frequency and the other tends to \(\omega_L\). The two limits \(q\to0\) and \(N\to\infty\) do not commute. Whether the stack is thin or thick compared with \(1/q\) fixes \(\lambda\). Screening brings the bulk value on earlier: the difference reaches half of it when \(q\lambda c_0=2/(\varepsilon_\infty+1)\), so the crossover thickness shrinks as \(\varepsilon_\infty\) grows.

## The numbers

The example uses round parameters: \(A=0.054\) nm², \(M=6.2\) u, \(Z=2.7\), \(r=0.7\) nm, \(\hbar\omega_T=170\) meV (1371 cm⁻¹) and \(c_0=0.33\) nm. With \(e^2=1.440\) eV nm and \(\hbar^2/M=6.742\times10^{-6}\) eV nm²,

\[
\hbar^2S=\frac{2\pi(2.7)^2(1.440)(6.742\times10^{-6})}{0.054}=8.24\times10^{-3}\ \text{eV}^2\,\text{nm}.
\]

Division by \(2\hbar\omega_T=0.340\) eV gives an initial slope of 24.2 meV nm, or a group velocity of \(3.7\times10^4\) m/s.

| \(q\) (nm⁻¹) | \(Sq/(1+rq)\) (eV²) | splitting (meV) |
|---|---|---|
| 0.01 | \(8.18\times10^{-5}\) | 0.24 |
| 0.1 | \(7.70\times10^{-4}\) | 2.25 |
| 0.3 | \(2.04\times10^{-3}\) | 5.9 |
| 1 | \(4.84\times10^{-3}\) | 13.7 |

(The column of squares contains the factor \(\hbar^2\).) At 0.1 nm⁻¹ the splitting is \(\sqrt{0.170^2+0.000770}-0.170=0.00225\) eV, or 18 cm⁻¹. The linear law for the squares exceeds (1) by the fraction \(rq\), which reaches 10 % at 0.14 nm⁻¹. The lower end of the window is \(\omega_T/c=8.6\times10^{-4}\) nm⁻¹. Retardation raises the difference of squares by 0.38 % at 0.01 nm⁻¹, and the common radiative width at \(q=0\) is 0.04 meV.

At 0.1 nm⁻¹, stacks of 2, 5 and 20 layers have splittings of 4.1, 8.4 and 17.5 meV. For the bulk, \(\varepsilon_\infty=1+1.4/0.33=5.24\), and the difference \(9.52\times10^{-3}\) eV² gives the 26 meV quoted at the start.

Other neglected effects can be sized at 0.1 nm⁻¹:

- **Thickness.** Charge spread uniformly over 0.33 nm has a mean separation of one third of that along \(z\). The field falls by the factor \(1-qc_0/3=0.989\).
- **Short-range dispersion.** The honeycomb test lattice, scaled to this cell and frequency, gives \(-0.006\) meV. This is a rough size, since its springs were not fitted to a material. Continued as \(q^2\), it would reach about \(-0.6\) meV at 1 nm⁻¹. The splitting without the macroscopic field does follow this law there within 1 %, but it no longer simply adds to (1): with the field present, the departure from \(Sq/(1+rq)\) is only about 70 % of the \(q^2\) value.
- **Carriers.** A density of \(10^{12}\) cm⁻² with the free-electron mass, without collisions, raises the difference of squares by about 2 %.
- **Damping.** With an assumed linewidth of 1 meV, the splitting equals the width at 0.043 nm⁻¹. If both modes appear in one spectrum as equal Lorentzians of this full width, their peaks merge below about 0.024 nm⁻¹.
- **Temperature.** The thermal occupation at 300 K is 0.0014. Harmonic frequencies do not depend on it; anharmonic shifts are outside the model.

## Beside a real layer

The parameters lie roughly in the regime of monolayer hexagonal boron nitride, whose bulk in-plane splitting is roughly 30 meV, against 26 meV here. A layer on a substrate or near a gate is no longer isolated, and the field law (3) changes. Between half-spaces with dielectric constants \(\varepsilon_1\) and \(\varepsilon_2\), the field jump at the sheet gives \((\varepsilon_1+\varepsilon_2)q\phi_0=4\pi\sigma\). With \(\kappa=(\varepsilon_1+\varepsilon_2)/2\), the law becomes \(Sq/(\kappa+rq)\). A low-k substrate with \(\varepsilon=2.5\) under the layer and vacuum above give \(\kappa=1.75\), and the splitting at 0.1 nm⁻¹ drops from 2.25 to 1.33 meV. This takes \(\varepsilon\) as constant near 170 meV; a substrate with its own polar phonons nearby needs \(\varepsilon(\omega)\). An ideal metal gate at distance \(h\) across vacuum changes the law itself. Its image charge multiplies \(\phi_0\) by \(1-e^{-2qh}\), so for \(qh\ll1\) the difference starts as \(2hSq^2\) and the linear term is gone.

The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Lattice test: Born charge 2.3763 e, ion charge 1.0 e
Lattice test: S predicted 72.4849 (lattice units)
Lattice test: slope along bond 72.4848, oblique 72.4848
Lattice test: r predicted 0.8627, found 0.8627 (lattice constants)
Lattice test: field removed, doubling q multiplies split by 4.001
Lattice test: short-range (wL^2-wT^2)/(wT q a)^2 = -0.1177
Direct dipole sum L-T -2.0314, Ewald -2.0346 (lattice units)
Cell area 0.054 nm^2, lattice constant 0.2497 nm
Reduced mass 6.2 u, Born charge 2.7 e, r = 0.7 nm
Transverse energy 170.0 meV = 1371.1 cm^-1
e^2 = 1.43996 eV nm; hbar^2/M = 6.7422e-06 eV nm^2
hbar^2 S = 8.2351e-03 eV^2 nm
Initial slope of splitting 24.22 meV nm
Initial group velocity 3.680e+04 m/s = 1.23e-04 c
q=0.01 nm^-1: diff 8.178e-05 eV^2, linear 8.235e-05 eV^2, split 0.240 meV
q=0.03 nm^-1: diff 2.420e-04 eV^2, linear 2.471e-04 eV^2, split 0.710 meV
q=0.10 nm^-1: diff 7.696e-04 eV^2, linear 8.235e-04 eV^2, split 2.249 meV
q=0.30 nm^-1: diff 2.042e-03 eV^2, linear 2.471e-03 eV^2, split 5.903 meV
q=1.00 nm^-1: diff 4.844e-03 eV^2, linear 8.235e-03 eV^2, split 13.696 meV
Split at 0.1 nm^-1: 18.14 cm^-1
Light-line wavevector 8.615e-04 nm^-1; 1/r = 1.429 nm^-1
Linear law 10 % too high at q = 0.143 nm^-1
N= 1, q=0.1 nm^-1: factor 1.000, split 2.25 meV
N= 2, q=0.1 nm^-1: factor 1.968, split 4.14 meV
N= 5, q=0.1 nm^-1: factor 4.747, split 8.42 meV
N=20, q=0.1 nm^-1: factor 16.281, split 17.53 meV
Layer spacing 0.33 nm; bulk in-plane eps_inf 5.242
Bulk: diff 9.520e-03 eV^2, split 26.01 meV
Retardation changes diff by 0.380 % at 0.01 nm^-1
Retardation changes diff by 0.0044 % at 0.1 nm^-1
Radiative full width at q=0: 0.0417 meV for both modes
Thickness 0.33 nm: field factor 0.9891 at 0.1 nm^-1
Short-range split, rough: -0.0062 meV at 0.1 nm^-1
Short-range split, rough: -0.62 meV at 1 nm^-1
Substrate eps 2.5: kappa 1.75, split 1.326 meV at 0.1 nm^-1
Carriers 1e+12 cm^-2, free mass: diff changes 2.28 % at 0.1 nm^-1
Split equals 1.0 meV linewidth at q = 0.0426 nm^-1
Thermal occupation at 300 K: 1.40e-03
```
